Momentum Exchange Between Drifting Ions and Neutrals at Constant Collision Frequency

**1. What symmetry and dimensions fix**

Ions of mass m_i, density n_i and mean velocity u_i move through neutrals of mass m_n, density n_n and mean velocity u_n. We seek R, the momentum that collisions give to the ions per unit volume and time. A change of inertial frame cannot alter R, so R depends on the mean velocities through u = u_i − u_n. If the thermal spreads are isotropic, u is the only direction available and R lies along it. Binary collisions make R proportional to n_i, with n_n contained in a collision frequency ν_m. Take Maxwellian distributions, an interaction with no energy scale of its own, and ν_m evaluated at a typical thermal relative speed. Dimensions then require

R = −n_i m_i ν_m u F(m_i/m_n, T_i/T_n, m_i|u|²/kT_i).   (1)

Dimensions cannot determine F. One more fact simplifies it: the mean momentum lost in elastic collisions with a given deflection angle is proportional to the relative velocity. If ν_m, which weights collisions by the momentum they transfer, does not depend on relative speed, averaging this loss gives a result proportional to u, and F can depend on the masses alone. The collision kinematics supply that mass factor.

SI units are used. Letters such as u, v and g denote vectors and |u|, |v| and |g| their magnitudes, until the motion is restricted to one direction in Section 6.

**2. One collision**

Let v and w be the ion and neutral velocities before a collision. Define

M = m_i + m_n,  μ = m_i m_n/M,  g = v − w,  V = (m_i v + m_n w)/M.   (2)

Solving for the ion velocity gives

v = V + (m_n/M) g.   (3)

Momentum conservation keeps V fixed. The kinetic energy is ½M|V|² + ½μ|g|², so an elastic collision also keeps |g| fixed and merely turns g into g′. From (3),

m_i(v′ − v) = m_i(m_n/M)(g′ − g) = μ(g′ − g).   (4)

Let χ be the deflection angle, ĝ the unit vector along g, and ê a unit vector perpendicular to it. Then g′ = |g|(ĝ cos χ + ê sin χ). For a central force all azimuths of ê are equally likely, and the ê term averages to zero:

⟨m_i(v′ − v)⟩ = −μ(1 − cos χ) g.   (5)

One ion meets neutrals of relative velocity g at the rate n_n|g|dσ for scattering into dσ. Summing (5) over all deflections gives the mean force

−μ ν_m(|g|) g,   (6)

ν_m(|g|) = n_n|g|σ_m(|g|),  σ_m = ∫(1 − cos χ)dσ.   (7)

The weight 1 − cos χ makes ν_m a momentum-transfer frequency. It differs in general from the number of collisions per unit time, because grazing encounters transfer little momentum.

**3. The average over two drifting Maxwellians**

Let f_i and f_n be velocity distributions normalized to one. Assume that the velocities of colliding partners are uncorrelated. Equation (6) then gives

R = −n_i μ ∫∫ f_i(v) f_n(w) ν_m(|g|) g d³v d³w.   (8)

For Maxwellians, the variances along one axis are a² = kT_i/m_i for the ions and c² = kT_n/m_n for the neutrals. On that axis let p and q be the deviations of v and w from their means, and let h = p − q be the deviation of g from u. At fixed h, q = p − h, and the exponent of the product distribution is −½ times

p²/a² + (p − h)²/c² = [s²/(a²c²)](p − a²h/s²)² + h²/s²,   (9)

s² = a² + c² = kT_i/m_i + kT_n/m_n.   (10)

Expanding the right side of (9) confirms it: the p² terms give 1/a² + 1/c², the cross terms give −2ph/c², and the h² terms give 1/c². Integrating over p yields √(2π)ac/s. Multiplication by the normalization 1/(2πac) leaves 1/(√(2π)s). The relative velocity therefore has the distribution

P(g) = (2πs²)^(−3/2) exp(−|g − u|²/2s²).   (11)

Take the polar axis along u, and set |g| = sy, |u| = sd and ζ = cos θ, where θ is the angle between g and u. Then |g − u|²/s² = y² + d² − 2ydζ. The component of g along u is syζ, and the azimuthal integral gives 2π:

⟨ν_m g_∥⟩ = [s/√(2π)] ∫₀^∞ ν_m(sy) y³ exp[−(y² + d²)/2] A(yd) dy.   (12)

The remaining angular integral follows by parts:

A(x) = ∫₋₁¹ ζ exp(xζ)dζ = (2/x)(cosh x − sinh x/x).   (13)

Substituting (13) into (12) and dividing by |u| = sd defines the drag frequency Φ:

R = −n_i μ Φ u,

Φ = (1/d²)√(2/π) ∫₀^∞ ν_m(sy) y² exp[−(y² + d²)/2] [cosh yd − sinh(yd)/(yd)] dy.   (14)

This holds for any ν_m(|g|) for which the integral exists.

Now let ν_m be constant. The required integrals follow from

J(d) = ∫₀^∞ exp(−y²/2) cosh(yd)dy = √(π/2) exp(d²/2).   (15)

Differentiating once gives ∫ y exp(−y²/2) sinh(yd)dy = dJ. Differentiating again gives ∫ y² exp(−y²/2) cosh(yd)dy = (1 + d²)J. The two terms in (14) combine to

(1 + d²)J − (1/d)(dJ) = d²J.   (16)

The factor exp(−d²/2) in (14) cancels the exponential in J, and √(2/π) cancels √(π/2). Hence Φ = ν_m and

R = −n_i μ ν_m (u_i − u_n).   (17)

The temperatures have disappeared, and no expansion in the drift speed was made.

**4. Mass limits and the role of the distribution**

The drag is often written with a frequency ν_in multiplying the ion mass:

R = −n_i m_i ν_in (u_i − u_n),  ν_in = m_n ν_m/(m_i + m_n).   (18)

For equal masses ν_in = ν_m/2. For very light ions μ → m_i and ν_in → ν_m. For very heavy ions μ → m_n, so ν_in becomes small: each collision changes the ion velocity only slightly. The neutrals receive −R, as momentum conservation requires.

Equation (17) does not need Maxwellians. With constant ν_m, equation (8) contains only

⟨g⟩ = ⟨v⟩ − ⟨w⟩ = u_i − u_n.   (19)

Any uncorrelated distributions with finite means give the same drag. This matters because an electric field generally distorts the ion distribution.

Random sampling of individual collisions tests both statements. In model units take ν_m = 1, |u| = 0.8, kT_i = 1 and kT_n = 2. For (m_i, m_n) = (1, 1), (1, 10) and (10, 1), the sampled forces per ion are −0.403, −0.727 and −0.734. Equation (17) gives −0.400, −0.727 and −0.727. The differences lie within two standard errors.

A second test sets all masses to one and compares two equally populated cold ion beams, at velocities 3 and −1, with a Maxwellian of the same mean velocity and mean energy. The neutrals are at rest on average, with one-axis velocity spread c = 0.5. For ν_m = 1 the forces are −0.498 and −0.501, each with a standard error of about 0.002, against −0.5 from (17). For rigid spheres with ν_m = |g|, they are −2.01 and −1.42. The shape of the distribution then matters.

Rigid spheres also show how temperature and drift enter when ν_m varies. Let σ_m be constant. For small d, the bracket in (14) tends to (yd)²/3, and

Φ → (1/3)√(2/π) n_n σ_m s ∫₀^∞ y⁵ exp(−y²/2)dy = (8/3)√(2/π) n_n σ_m s.   (20)

The integral equals 8. Slow drag is thus linear in u, with a coefficient set by the thermal spread. For d ≫ 1 the relative velocity is nearly u, so Φ → n_n σ_m|u| and the drag is quadratic. At fixed s, Φ at |u|/s = 2 is already 1.35 times its value at |u|/s = 0.01.

**5. An interaction that gives a constant frequency**

A singly charged ion produces the field e/(4πε₀r²) at an atom a distance r away. If the atom has volume polarizability α, its induced dipole is 4πε₀α times this field. The energy is minus one half of dipole times field:

V_pol(r) = −C/r⁴,  C = αe²/(8πε₀).   (21)

For impact parameter b and relative energy ε = ½μ|g|², conservation of energy and angular momentum gives

(dr/dt)² = |g|²[1 − b²/r² + C/(εr⁴)].   (22)

Set x = b/r, b_c⁴ = 4C/ε and β = b/b_c. The bracket becomes 1 − x² + x⁴/(4β⁴), with zeros at

x² = 2β⁴[1 ± √(1 − β⁻⁴)].   (23)

For β > 1 the smaller zero is the turning point. For β < 1 there is no turning point, and the pair falls inward. We assume elastic reflection there from a vanishingly small repulsive core.

The orbital angle changes at the rate |g|b/r². Dividing by the radial speed from (22) and changing variables to x gives the angle swept on one leg of the path. Therefore

χ = π − 2∫₀^X dx/√[1 − x² + x⁴/(4β⁴)],   (24)

where X is the turning point for β > 1 and infinity for β < 1. A negative value denotes deflection toward the attracting centre; σ_m needs only cos χ.

Speed enters (24) only through β. As a test, Newton's equation was integrated at two relative speeds differing by a factor of two, both with β = 1.2. Each orbit agreed with cos χ = 0.9215 from (24) to within 10⁻⁴.

With dσ = 2πb db, equation (7) becomes

σ_m = c_m πb_c²,  c_m = 2∫₀^∞ (1 − cos χ)β dβ = 1.105.   (25)

The number comes from numerical integration. At large b the transverse force scales as b⁻⁵ and acts for a time of order b/|g|, so χ scales as b⁻⁴. The integrand then falls as β⁻⁷, and the integral converges. Finally,

b_c² = 2√(C/ε) = (2/|g|)√[αe²/(4πε₀μ)],   (26)

ν_m = 2πc_m n_n √[αe²/(4πε₀μ)].   (27)

The factor 1/|g| in the cross section cancels the factor |g| in the encounter rate.

**6. Drift and ion temperature in a field**

Consider a spatially uniform ion population in a uniform electric field E, with neutrals at rest on average. From here u and E are components along the field. Equation (17) gives

m_i du/dt = eE − μν_m u.   (28)

The velocity approaches its steady value exponentially, with relaxation time τ. Setting the derivative to zero gives

u = KE,  K = e/(μν_m),  τ = m_i/(μν_m) = 1/ν_in.   (29)

The mobility K does not depend on temperature at fixed n_n. At fixed pressure it does, because n_n changes.

The field also heats the ions. Equation (3) and the conservation of |g| give the energy change in one collision:

½m_i(|v′|² − |v|²) = μV·(g′ − g).   (30)

Averaging over deflections as in (5), the mean loss rate is μν_m⟨V·g⟩. In steady state it balances the field power eEu. Since eE = μν_m u, this means ⟨V·g⟩ = u². Expanding the product,

M V·g = m_i|v|² − m_n|w|² + (m_n − m_i)v·w.   (31)

The last term averages to zero because ⟨w⟩ = 0, and m_n⟨|w|²⟩ = 3kT_n. Hence

m_i⟨|v|²⟩ = 3kT_n + (m_i + m_n)u².   (32)

Define the ion temperature by the random energy, 3kT_i = m_i(⟨|v|²⟩ − u²). Then

T_i = T_n + m_n u²/(3k).   (33)

This temperature is a second moment and does not imply a Maxwellian.

**7. Nickel ions in argon**

Take Ni⁺ in the weak downstream plasma of a nickel sputtering magnetron. Rough typical inputs are 50 mTorr, a gas temperature of 400 K, a field of 0.5 V/cm, a plasma density of 10⁹ cm⁻³, an electron temperature of 3 eV, a magnetic field of 10 G and a region 5 cm long. The pressure is toward the high side for sputtering, and the density is low.

A finite-field Hartree–Fock calculation for the free argon atom gives α = 1.59 Å³. The basis is aug-cc-pVTZ with one further diffuse shell per angular momentum. Electron correlation is left out; at second order it raises α by about 4%. Since ν_m varies as √α, a small relative error in α produces half that relative error in ν_m.

The reduced mass is 58.69 × 39.95/(58.69 + 39.95) = 23.77 u. The capture rate coefficient |g|πb_c² is 6.05 × 10⁻¹⁰ cm³/s. With n_n = p/(kT_n) = 1.207 × 10¹⁵ cm⁻³,

ν_m = 1.105 × 6.05×10⁻¹⁰ × 1.207×10¹⁵ s⁻¹ = 8.07×10⁵ s⁻¹.   (34)

Equation (29) gives K = 5.03 × 10⁴ cm²/Vs. The drift speed is 5.03 × 10⁴ × 0.5 cm/s, or about 250 m/s. Replacing μ by m_i in the drag would overstate it by a factor of 2.47. Equation (33) gives T_i ≈ 501 K, about 100 K above the gas. The relaxation time is 3.06 μs, during which an ion at the drift speed travels 0.77 mm. The third digits serve only to follow the arithmetic and to compare with the simulation below; the model itself is less accurate.

An independent simulation followed 100,000 ions accelerated between random collisions. Its scattering law gave cos χ the probability density (1 + cos χ)/2, with the same ν_m. It returned 251 m/s and 502 K, within one percent of the formulas. This tests the moment equations, not the polarization potential.

**8. What the real plasma changes**

Charged collisions are the first concern. For Coulomb scattering let b₀ = e²/(4πε₀μ|g|²). Then tan(χ/2) = b₀/b, so 1 − cos χ = 2b₀²/(b² + b₀²). Cutting the integral at the electron Debye length λ_D ≫ b₀ gives

σ_m ≈ 4πb₀² ln(λ_D/b₀).   (35)

The frequency now falls as |g|⁻³, apart from the logarithm, and (14) must be used. With the logarithm held at 10.5 and Ar⁺ taken at rest on average at the gas temperature, Coulomb drag is 2.2% of the neutral drag. At fixed velocity spreads it grows nearly in proportion to plasma density. At 10¹¹ cm⁻³, a density relevant to strongly ionized sputtering, it becomes comparable to the neutral drag. It exceeds the neutral drag for Ar⁺ at rest with electron screening alone; screening by the cold ions shortens the cutoff length and brings the two to about the same size. Equation (17) alone would then not set the drift. Argon ions that also drift along the field reduce the relative velocity, and with it the Coulomb drag, so the figures for Ar⁺ at rest are likely too high. At 10¹¹ cm⁻³ an Ar⁺ drift of 100 m/s or more puts the Coulomb drag below the neutral drag.

The interaction is also more than polarization. At the mean relative energy of 0.065 eV, b_c is 5.2 Å. A dispersion term −C₆/r⁶ strengthens the attraction. The square of the capture impact parameter becomes the minimum over r of r²[1 − V_tot(r)/ε], where V_tot includes both terms. A round model value C₆ = 50 hartree bohr⁶ raises the capture cross section by 8%. This does not mean that σ_m rises, or that the mobility falls, by 8%. The added attraction also changes the deflection angles, for captured and uncaptured orbits alike, and σ_m depends on all these changes.

A rigid core of 3 Å radius, also a round model value, has the same σ_m as polarization at 0.69 eV. This is about ten times the mean energy here. In a sheath, where ions can gain many electronvolts, the constant-frequency assumption is therefore unsafe. Nor is (27) exact at the mean energy: a core of finite size reflects captured orbits before they reach the centre, which changes their deflection and hence σ_m. With the 3 Å core added to the polarization attraction, σ_m at 0.065 eV is about 13% below (25), so the factor of ten above is not a measure of accuracy. The real short-range Ni⁺–Ar interaction is not a rigid wall, and open-shell Ni⁺ gives several potential curves, so this model fixes neither the size nor the sign of the correction for the real pair.

The remaining estimates give less cause for concern. The gyrofrequency times τ is 0.005, so magnetic bending is weak. The angular momentum at capture is about 140ħ, which supports classical orbits. The relaxation length is 1.5% of the region length, so local balance is reasonable for ions already near the drift speed. Newly ionized sputtered atoms can be much faster and need a longer path to slow down.

Charge transfer from ground-state argon to ground-state Ni⁺ is energetically closed at these energies, since argon's ionization energy is roughly twice nickel's. For Ar⁺ in argon, resonant charge transfer is open, and the elastic polarization result (27) should not be used unchanged. The values for Ni⁺ are model estimates, not measured mobilities; their inputs and intermediate values appear in the numerical output.

Table of computed values

```
Sampled drag, model units: nu_m = 1, u = 0.8, kT_i = 1, kT_n = 2
 m_i=1 m_n=1: force -0.4026 +- 0.0024, formula -0.4000
 m_i=1 m_n=10: force -0.7272 +- 0.0029, formula -0.7273
 m_i=10 m_n=1: force -0.7344 +- 0.0037, formula -0.7273
Two beams (3 and -1) vs Maxwellian, equal mean and energy, masses 1:
 constant nu_m: force -0.4977 +- 0.0021 and -0.5007 +- 0.0018
 rigid spheres: force -2.009 +- 0.006 and -1.417 +- 0.006
Rigid-sphere drag frequency, u/s = 2 over 0.01: 1.353
cos(chi) at b/b_c = 1.2: 0.9215
c_m = sigma_m / capture cross section: 1.1052
Ar polarizability (Hartree-Fock): 1.586 A^3
Gas: 50 mTorr, 400 K; field 0.5 V/cm
Plasma: 1e+09 cm^-3, T_e 3 eV, B 10 G, length 5 cm
Masses Ni, Ar, reduced: 58.693, 39.948, 23.770 u
Gas density: 1.2071e+15 cm^-3
Reduced field E/N: 41.42 Td
Capture rate coefficient: 6.0492e-10 cm^3/s
Momentum rate coefficient: 6.6856e-10 cm^3/s
nu_m: 8.0700e+05 1/s
nu_in = m_n nu_m/(m_i+m_n): 3.2682e+05 1/s
Overstatement if m_i replaces mu: factor 2.469
Mobility: 5.0300e+04 cm^2/Vs
Drift speed: 251.5 m/s
Ion temperature from energy balance: 501.3 K
Relaxation time: 3.060 us
Relaxation length u*tau: 0.770 mm
Simulated drift speed: 251.4 m/s
Simulated ion temperature: 502.3 K
Mean relative energy: 0.0648 eV
Capture impact parameter there: 5.152 A
Coulomb logarithm: 10.51
Coulomb drag on resting Ar+ / neutral drag: 2.17 %
Gyrofrequency times relaxation time: 0.0050
Relaxation length / region length: 0.0154
Model dispersion coefficient: 50 hartree bohr^6
Capture cross section raised by dispersion: 8.4 %
Energy where a 3 A rigid core matches sigma_m: 0.689 eV
Angular momentum at capture: 140 hbar
```
